# Why Complete Regrowth of Amorphized Silicon Leaves Excess Interstitials Behind: a numerical check

```python
"""
Result under test: regrowth of an amorphized Si layer leaves excess
interstitials below the original amorphous-crystalline boundary.
Excess per area = net host atoms carried across the boundary by recoils
                  + implanted ions on lattice sites below the boundary.
Symbols: depth x (nm, inward), boundary depth d, vacancy density V(x),
interstitial density I(x), signed recoil displacement s with mean recoil_mean
and standard deviation recoil_sd. Areal densities are in nm^-2, energies in
eV, temperatures in K, times in s. Material inputs are rough typical values.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson, trapezoid
from scipy.linalg import solve_banded
from scipy.special import gammainc, gammaln, ndtr

kB = constants.k / constants.e
CM2 = 1e14                       # nm^-2 to cm^-2

# Rough inputs for Ge implanted into Si at about 30 keV
site_density = 8 / 0.543**3
dose = 10.0
ion_mean, ion_sd = 28.0, 10.0
damage_mean, damage_sd = 18.0, 12.0
damage_energy, displacement_energy = 22000.0, 15.0
pairs_per_ion = 0.8 * damage_energy / (2 * displacement_energy)
threshold_fraction = 0.10
recoil_mean, recoil_sd = 0.5, 1.0


def gaussian(x, mean, sd):
    return np.exp(-0.5 * ((x - mean) / sd)**2) / (sd * np.sqrt(2 * np.pi))


def boundary_depth(ion_dose, fraction=threshold_fraction):
    peak = ion_dose * pairs_per_ion / (damage_sd * np.sqrt(2 * np.pi))
    ratio = peak / (fraction * site_density)
    return damage_mean + damage_sd * np.sqrt(2 * np.log(ratio))


def excess_parts(ion_dose, mean=recoil_mean, fraction=threshold_fraction):
    """Boundary depth, recoil excess and ion excess from the closed form."""
    d = boundary_depth(ion_dose, fraction)
    wide = np.hypot(damage_sd, recoil_sd)
    recoil = ion_dose * pairs_per_ion * (
        ndtr((damage_mean + mean - d) / wide)
        - ndtr((damage_mean - d) / damage_sd))
    ions = ion_dose * ndtr((ion_mean - d) / ion_sd)
    return d, recoil, ions


# Test: crossing law for skewed damage and an asymmetric recoil distribution
def skew_damage(x):
    u = np.maximum(x, 0) / 6.0
    return u**2 * np.exp(-u) / 12.0


nodes, weights = np.polynomial.laguerre.laggauss(30)
plane = 40.0
x_deep = np.linspace(plane, plane + 200, 8001)
interstitials = np.zeros_like(x_deep)
for t, w in zip(nodes, weights):
    interstitials += w * (0.65 * skew_damage(x_deep - 1.1 * t)
                          + 0.35 * skew_damage(x_deep + 0.7 * t))
from_definition = simpson(interstitials - skew_damage(x_deep), x=x_deep)


def between(s):
    return (gammainc(3, plane / 6)
            - gammainc(3, max(plane - s, 0) / 6))


forward = quad(lambda s: 0.65 / 1.1 * np.exp(-s / 1.1) * between(s), 0, 35)[0]
backward = quad(lambda s: 0.35 / 0.7 * np.exp(-s / 0.7) * between(-s),
                0, 25)[0]
assert abs(from_definition / (forward + backward) - 1) < 1e-4

# Test: individual recoils, then recombination inside slabs 1 nm thick
d, recoil_excess, ion_excess = excess_parts(dose)
total_excess = recoil_excess + ion_excess
rng = np.random.default_rng(7)
area = 1000.0
count = int(round(area * dose * pairs_per_ion))
vac = damage_mean + damage_sd * rng.standard_normal(count)
inter = vac + recoil_mean + recoil_sd * rng.standard_normal(count)
inward = np.count_nonzero((vac < d) & (inter >= d))
outward = np.count_nonzero((vac >= d) & (inter < d))
slabs = np.arange(d, d + 80, 1.0)
vac_slab = np.histogram(vac, slabs)[0]
inter_slab = np.histogram(inter, slabs)[0]
left_inter = np.maximum(inter_slab - vac_slab, 0).sum()
left_vac = np.maximum(vac_slab - inter_slab, 0).sum()
sampled_excess = (inter_slab.sum() - vac_slab.sum()) / area
sampling_error = np.sqrt(inward + outward) / area
assert abs(sampled_excess - recoil_excess) < 5 * sampling_error
assert left_vac < 0.03 * left_inter
del vac, inter

# Test: gradient expansion, and weak dependence on dose
dose_table = []
for trial_dose in (3.0, 10.0, 30.0):
    depth, recoil, ions = excess_parts(trial_dose)
    edge = threshold_fraction * site_density
    slope = -edge * (depth - damage_mean) / damage_sd**2
    mean_square = recoil_mean**2 + recoil_sd**2
    expansion = edge * recoil_mean - slope * mean_square / 2
    assert abs(expansion / recoil - 1) < 0.05   # third-order term left out
    dose_table.append((trial_dose, depth, recoil + ions))
totals = [row[2] for row in dose_table]
assert max(totals) / min(totals) < 1.2
isotropic_excess = excess_parts(dose, mean=0.0)[1]
assert isotropic_excess > 0
edge = threshold_fraction * site_density
mean_term = edge * recoil_mean
gradient_term = (edge * (d - damage_mean) / damage_sd**2
                 * (recoil_mean**2 + recoil_sd**2) / 2)

# Net excess profile below the boundary
h = 0.05
y = np.arange(0, 80 + h / 2, h)
profile = (dose * pairs_per_ion
           * (gaussian(d + y, damage_mean + recoil_mean,
                       np.hypot(damage_sd, recoil_sd))
              - gaussian(d + y, damage_mean, damage_sd))
           + dose * gaussian(d + y, ion_mean, ion_sd))
assert profile.min() > 0
assert abs(trapezoid(profile, dx=h) / total_excess - 1) < 1e-3
offset = trapezoid(y * profile, dx=h) / total_excess

# Capture into clusters against loss to a perfectly absorbing interface
capture_radius, atoms_per_cluster = 0.5, 10.0
trap_density = total_excess / offset / atoms_per_cluster
capture_length = 1 / np.sqrt(4 * np.pi * capture_radius * trap_density)
captured = trapezoid(profile * (1 - np.exp(-y / capture_length)), dx=h)

# Test: time-stepped diffusion with trapping (diffusivity set to one)
free = profile[1:-1].copy()
rate = 1 / capture_length**2
dt = 0.5 / rate
bands = np.zeros((3, free.size))
bands[0, 1:] = bands[2, :-1] = -dt / h**2
bands[1] = 1 + 2 * dt / h**2 + dt * rate
trapped = 0.0
for _ in range(60):
    free = solve_banded((1, 1), bands, free)
    trapped += dt * rate * free.sum() * h
assert abs(trapped / captured - 1) < 0.005


# Test: canonical sum for a cluster exchanging atoms with lattice sites
def mean_free_atoms(cluster_energy, free_energy=1.2, kT=0.1):
    sites, n = 1e6, np.arange(2001.0)
    logs = (gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
            - n * (free_energy - cluster_energy) / kT)
    weight = np.exp(logs - logs.max())
    return (n * weight).sum() / weight.sum()


ratio = mean_free_atoms(0.3) / mean_free_atoms(0.0)
assert abs(ratio / np.exp(0.3 / 0.1) - 1) < 1e-3


def emitted_atoms(speed, duration, steps):
    """Cumulative emission; source value, diffusivity, first gap are one."""
    m = 100
    dy, dt = 1 / m, duration / steps
    grid = np.arange(1, m) * dy
    c, total, history = np.zeros(m - 1), 0.0, []
    for step in range(1, steps + 1):
        gap = 1 + speed * step * dt
        diff = dt / (gap * dy)**2
        drift = dt * grid * speed / gap / (2 * dy)
        ab = np.zeros((3, m - 1))
        ab[0, 1:] = -(diff + drift)[:-1]
        ab[1] = 1 + 2 * diff
        ab[2, :-1] = -(diff - drift)[1:]
        rhs = c.copy()
        rhs[0] += diff - drift[0]
        c = solve_banded((1, 1), ab, rhs)
        total += dt * (3 - 4 * c[0] + c[1]) / (2 * dy * gap)
        history.append(total)
    return np.array(history)


# Test: logarithmic loss to a receding sink; exhaustion with a fixed sink
moving = emitted_atoms(0.001, 1e4, 4000)[-1]
assert abs(moving / (np.log(11) / 0.001) - 1) < 0.01
fixed = emitted_atoms(0.0, 210.0, 4200)
exhausted = np.interp(200.0, fixed, np.arange(1, 4201) * 0.05)
assert abs(exhausted / 200.0 - 1) < 0.01

# Rough kinetic inputs
T_grow, T_spike, spike_time = 873.0, 1323.0, 1.0
growth_prefactor, growth_energy = 5e15, 2.7       # nm/s, eV
self_prefactor, self_energy = 2e17, 4.9           # nm^2/s, eV
mobile_prefactor, mobile_energy = 1e12, 1.2       # nm^2/s, eV
rod_energy, loop_energy, small_energy = 0.7, 0.2, 1.2


def transport(T):
    return (site_density * self_prefactor
            * np.exp(-self_energy / (kB * T)))


def release(T, energy):
    return transport(T) * np.expm1(energy / (kB * T))


def mobility(T):
    return mobile_prefactor * np.exp(-mobile_energy / (kB * T))


speed = growth_prefactor * np.exp(-growth_energy / (kB * T_grow))
growth_time = d / speed
log_factor = np.log(1 + d / offset)
rod_loss = release(T_grow, rod_energy) / speed * log_factor
small_loss = release(T_grow, small_energy) / speed * log_factor
surface_gap = d + offset
rod_time = captured * surface_gap / release(T_spike, rod_energy)
loop_time = captured * surface_gap / release(T_spike, loop_energy)
assert rod_loss < 0.01 * captured
assert rod_time < spike_time < loop_time

# Sizes of neglected effects
tail = 8.0
tail_excess = edge * tail * np.expm1(
    recoil_mean / tail + recoil_sd**2 / (2 * tail**2))
tail_check = quad(lambda s: gaussian(s, recoil_mean, recoil_sd)
                  * edge * tail * np.expm1(s / tail), -10, 12)[0]
assert abs(tail_check / tail_excess - 1) < 1e-6
bulk_loss = (release(T_spike, loop_energy) / mobility(T_spike)
             * np.sqrt(4 * mobility(T_spike) * spike_time / np.pi))
sputter_yield = 2.0
height = (dose - ion_excess - recoil_excess) / site_density
vacancies_below = dose * pairs_per_ion * ndtr((damage_mean - d) / damage_sd)

print(f"Si site density: {site_density:.2f} nm^-3")
print(f"Ge dose: {dose:.1f} nm^-2 = {dose*CM2:.1e} cm^-2")
print(f"ion depth mean, sd: {ion_mean:.0f}, {ion_sd:.0f} nm")
print(f"damage depth mean, sd: {damage_mean:.0f}, {damage_sd:.0f} nm")
print(f"damage energy per ion: {damage_energy:.0f} eV")
print(f"displacement energy: {displacement_energy:.0f} eV")
print(f"Frenkel pairs per ion: {pairs_per_ion:.0f}")
print(f"threshold: {threshold_fraction:.2f} of sites, {edge:.2f} nm^-3")
print(f"recoil mean, sd: {recoil_mean:.1f}, {recoil_sd:.1f} nm")
print(f"boundary depth: {d:.1f} nm")
print(f"vacancies created below boundary: {vacancies_below:.2f} nm^-2")
print(f"mean-recoil term: {mean_term:.2f} nm^-2")
print(f"damage-gradient term: {gradient_term:.2f} nm^-2")
print(f"recoil excess, closed form: {recoil_excess:.3f} nm^-2")
print(f"recoil excess, sampled: {sampled_excess:.3f} nm^-2")
print(f"sampling standard error: {sampling_error:.3f} nm^-2")
print(f"unpaired vacancies/interstitials: {left_vac/left_inter:.4f}")
print(f"ions below boundary: {ion_excess:.3f} nm^-2")
print(f"total excess: {total_excess:.2f} nm^-2 = {total_excess*CM2:.2e} cm^-2")
print(f"mean distance below boundary: {offset:.2f} nm")
for trial_dose, depth, total in dose_table:
    print(f"dose {trial_dose:.0f} nm^-2: d {depth:.1f} nm, Q {total:.2f} nm^-2")
print(f"surface height change, no sputter: {height:+.3f} nm")
print(f"capture radius: {capture_radius:.1f} nm")
print(f"atoms per early cluster: {atoms_per_cluster:.0f}")
print(f"trap density: {trap_density:.3f} nm^-3")
print(f"capture length: {capture_length:.2f} nm")
print(f"captured: {captured:.2f} nm^-2 = {captured*CM2:.2e} cm^-2")
print(f"captured fraction: {captured/total_excess:.3f}")
print(f"regrowth: {T_grow:.0f} K, {speed:.2f} nm/s, {growth_time:.0f} s")
print(f"growth law: {growth_prefactor:.0e} nm/s, {growth_energy:.1f} eV")
print(f"self-diffusion: {self_prefactor:.0e} nm^2/s, {self_energy:.1f} eV")
print(f"mobile I: {mobile_prefactor:.0e} nm^2/s, {mobile_energy:.1f} eV")
print(f"free diffusion length: {np.sqrt(mobility(T_grow)*growth_time):.0f} nm")
print(f"energies 311, loop, small: {rod_energy}, {loop_energy}, {small_energy} eV")
print(f"311 supersaturation at 873 K: {np.exp(rod_energy/(kB*T_grow)):.2e}")
print(f"311 loss during regrowth: {rod_loss:.1e} nm^-2")
print(f"small-cluster loss in regrowth: {small_loss:.1e} nm^-2")
print(f"spike: {T_spike:.0f} K for {spike_time:.1f} s")
print(f"311 dissolution time in spike: {rod_time:.2f} s")
print(f"loop dissolution time in spike: {loop_time:.1f} s")
print(f"loop fraction lost in spike: {spike_time/loop_time:.3f}")
for fraction in (0.05, 0.20):
    alt = sum(excess_parts(dose, fraction=fraction)[1:])
    print(f"Q at threshold {fraction:.2f}: {alt:.2f} nm^-2")
print(f"recoil excess with zero mean: {isotropic_excess:.2f} nm^-2")
print(f"recoil excess with mean 1 nm: {excess_parts(dose, 1.0)[1]:.2f} nm^-2")
print(f"recoil excess, {tail:.0f} nm exp. tail: {tail_excess:.2f} nm^-2")
print(f"damage Gaussian above surface: {ndtr(-damage_mean/damage_sd):.3f}")
print(f"sputter loss at yield {sputter_yield:.0f}: "
      f"{sputter_yield*dose/site_density:.2f} nm")
print(f"loop loss into bulk in spike: {bulk_loss:.1e} nm^-2")
print(f"speed*gap/diffusivity: {speed*surface_gap/mobility(T_grow):.1e}")
print("tests ok")
```

Output:

```
Si site density: 49.97 nm^-3
Ge dose: 10.0 nm^-2 = 1.0e+15 cm^-2
ion depth mean, sd: 28, 10 nm
damage depth mean, sd: 18, 12 nm
damage energy per ion: 22000 eV
displacement energy: 15 eV
Frenkel pairs per ion: 587
threshold: 0.10 of sites, 5.00 nm^-3
recoil mean, sd: 0.5, 1.0 nm
boundary depth: 50.5 nm
vacancies created below boundary: 19.91 nm^-2
mean-recoil term: 2.50 nm^-2
damage-gradient term: 0.70 nm^-2
recoil excess, closed form: 3.269 nm^-2
recoil excess, sampled: 3.307 nm^-2
sampling standard error: 0.072 nm^-2
unpaired vacancies/interstitials: 0.0030
ions below boundary: 0.123 nm^-2
total excess: 3.39 nm^-2 = 3.39e+14 cm^-2
mean distance below boundary: 4.08 nm
dose 3 nm^-2: d 44.6 nm, Q 3.26 nm^-2
dose 10 nm^-2: d 50.5 nm, Q 3.39 nm^-2
dose 30 nm^-2: d 55.0 nm, Q 3.50 nm^-2
surface height change, no sputter: +0.132 nm
capture radius: 0.5 nm
atoms per early cluster: 10
trap density: 0.083 nm^-3
capture length: 1.38 nm
captured: 2.58 nm^-2 = 2.58e+14 cm^-2
captured fraction: 0.762
regrowth: 873 K, 1.29 nm/s, 39 s
growth law: 5e+15 nm/s, 2.7 eV
self-diffusion: 2e+17 nm^2/s, 4.9 eV
mobile I: 1e+12 nm^2/s, 1.2 eV
free diffusion length: 2147 nm
energies 311, loop, small: 0.7, 0.2, 1.2 eV
311 supersaturation at 873 K: 1.10e+04
311 loss during regrowth: 1.1e-05 nm^-2
small-cluster loss in regrowth: 8.7e-03 nm^-2
spike: 1323 K for 1.0 s
311 dissolution time in spike: 0.14 s
loop dissolution time in spike: 13.7 s
loop fraction lost in spike: 0.073
Q at threshold 0.05: 1.73 nm^-2
Q at threshold 0.20: 6.64 nm^-2
recoil excess with zero mean: 0.57 nm^-2
recoil excess with mean 1 nm: 6.29 nm^-2
recoil excess, 8 nm exp. tail: 2.91 nm^-2
damage Gaussian above surface: 0.067
sputter loss at yield 2: 0.40 nm
loop loss into bulk in spike: 2.2e-03 nm^-2
speed*gap/diffusivity: 6.0e-04
tests ok
```
